# The Stability Limit of Simple Mixing in Self-Consistent Density Calculations

## Definitions and conventions

Gaussian units are used, with $\hbar$, the electron mass $m$ and the elementary charge $e$ kept in the algebra. Energies are in eV and lengths in nm.

The map $F$ takes an input electron density $n$, builds the potential from it, solves the one-electron problem and returns an output density $F[n]$. A self-consistent density satisfies $F[n^*]=n^*$. Simple mixing with parameter $a$ is
$$n_{k+1}=n_k+a\,R_k,\qquad R_k=F[n_k]-n_k. \tag{1}$$

The cell is periodic and neutral, and the electron number is fixed. Density changes therefore carry no net charge and have no $q=0$ component. They are expanded in finitely many orthonormal real cosines and sines, so all operators below are real matrices.

The mean field is the Hartree field. With positive background $n_+$, the charge density is $-e(n-n_+)$ and the electron's potential energy is $V=-e\phi$. Poisson's equation $\nabla^2\phi=-4\pi\rho$ becomes $\nabla^2V=-4\pi e^2(n-n_+)$. A density change of wavenumber $q$ thus changes $V$ by $K(q)=4\pi e^2/q^2$ times itself. The matrix $K$ is diagonal and positive.

Let $\chi_0$ be the linear response of the output density to $V$ at fixed electron number and temperature. Near the fixed point, with $d=n-n^*$,
$$F[n^*+d]=n^*+\chi_0Kd+o(d),\qquad \varepsilon\equiv1-\chi_0K. \tag{2}$$
The matrix $\varepsilon$ is called dielectric because it also governs screening. If an external potential $V_{\rm ext}$ is added, the density change obeys $d=\chi_0(V_{\rm ext}+Kd)$, hence $\varepsilon d=\chi_0V_{\rm ext}$.

## The statement

Let $\varepsilon$ have real, positive eigenvalues, the largest being $\lambda_{\max}$. The linearized iteration removes every initial error if and only if
$$0<a<\frac{2}{\lambda_{\max}}. \tag{3}$$
The word "every" matters: particular errors can shrink above the limit.

## Why the eigenvalues are real and positive

Let the one-electron states at the fixed point have energies $e_i$ and occupations $f_i=f(e_i-\mu)$, with $f$ decreasing. A small potential $V$ changes the states by
$$|\delta i\rangle=\sum_{j\ne i}|j\rangle\frac{V_{ji}}{e_i-e_j}.$$
The density matrix is $\rho=\sum_i f_i|i\rangle\langle i|$. For $j\neq i$, its change has two contributions, from $|\delta i\rangle\langle i|$ and $|j\rangle\langle\delta j|$:
$$\delta\rho_{ji}=\frac{f_iV_{ji}}{e_i-e_j}+\frac{f_jV_{ji}}{e_j-e_i}
=\frac{f_i-f_j}{e_i-e_j}V_{ji}.$$
For degenerate states the ratio is replaced by its limit $f_i'$. The diagonal part comes from the energy shift $V_{ii}$ and the shift of the chemical potential:
$$\delta\rho_{ii}=f_i'(V_{ii}-\delta\mu),\qquad
\delta\mu=\frac{\sum_if_i'V_{ii}}{\sum_if_i'}.$$
The value of $\delta\mu$ follows from $\sum_i\delta\rho_{ii}=0$.

For a second potential $W$, the number $W^{T}\chi_0V$ equals ${\rm Tr}(W\delta\rho)$:
$$W^T\chi_0V=\sum_{i\ne j}\frac{f_i-f_j}{e_i-e_j}W_{ij}V_{ji}
+\sum_if_i'W_{ii}V_{ii}-\frac{(\sum_if_i'W_{ii})(\sum_if_i'V_{ii})}{\sum_if_i'}.$$
Exchanging $W$ and $V$ leaves this unchanged, so $\chi_0$ is symmetric. Setting $W=V$ and using $\sum_if_i'(V_{ii}-\delta\mu)=0$ gives
$$V^T\chi_0V=\sum_{i\ne j}\frac{f_i-f_j}{e_i-e_j}|V_{ij}|^2+\sum_if_i'(V_{ii}-\delta\mu)^2\le0,$$
because $f$ decreases with energy. The sum $V^T\chi_0V$ is the integral of $V$ times the density change, so on average, weighted by $V$, electrons move from higher to lower potential energy.

Now transform $\varepsilon$:
$$S=K^{1/2}\varepsilon K^{-1/2}=1-K^{1/2}\chi_0K^{1/2}. \tag{4}$$
$S$ is symmetric and has the same eigenvalues as $\varepsilon$. For any vector $y$,
$$y^TSy=y^Ty-(K^{1/2}y)^T\chi_0(K^{1/2}y)\ge y^Ty.$$
In the Hartree model all eigenvalues are therefore real and at least 1. If $Sy_j=\lambda_jy_j$, the vectors $u_j=K^{-1/2}y_j$ are a complete set of eigenvectors of $\varepsilon$.

With exchange and correlation, $K$ is replaced by a symmetric kernel that need not be positive. If $-\chi_0$ is positive definite, put $X=(-\chi_0)^{1/2}$. Then $\varepsilon=1+X^2K$ and $X^{-1}\varepsilon X=1+XKX$ is symmetric, so the eigenvalues remain real. Their positivity is then an assumption about the fixed point. If some $\lambda\le0$, then $1-a\lambda\ge1$ for every positive $a$, and simple mixing cannot remove that mode.

## Proof of the limit

Insert $n_k=n^*+d_k$ in (1). To first order, $R_k=\chi_0Kd_k-d_k=-\varepsilon d_k$, so
$$d_{k+1}=(1-a\varepsilon)d_k,\qquad d_k=(1-a\varepsilon)^kd_0. \tag{5}$$
Expand $d_0=\sum_jc_ju_j$. Each mode evolves alone:
$$d_k=\sum_j(1-a\lambda_j)^kc_ju_j. \tag{6}$$
A mode with $c_j\ne0$ dies out if and only if
$$-1<1-a\lambda_j<1\quad\Longleftrightarrow\quad0<a\lambda_j<2.$$
Since $\lambda_j>0$, this means $0<a<2/\lambda_j$. The tightest upper bound belongs to $\lambda_{\max}$, which proves sufficiency. For necessity, choose $d_0=u_{\max}$: outside the interval its factor has magnitude at least 1.

The sign explains the mechanism. An input error $u_j$ produces an output error $(1-\lambda_j)u_j$. For $\lambda_j>1$ this has the opposite sign, and for large $\lambda_j$ it is much larger than the input error. Mixing in too much of it overshoots the fixed point. Above the limit, the stiffest error changes sign at each step and grows. At the limit its factor is $-1$, so the linear error alternates without decay.

**Nonlinear map.** Measure errors by $\|d\|_K=(d^TKd)^{1/2}$. Since $K^{1/2}(1-a\varepsilon)d=(1-aS)K^{1/2}d$, the linear step shrinks this norm by at least the factor $\rho=\max_j|1-a\lambda_j|$, which is below 1 inside the interval. In a small enough neighbourhood, the nonlinear remainder in (2) is at most $\eta\|d\|_K$, with $\eta$ small enough that $\rho+a\eta<1$. The error then contracts at every step. This is local convergence; (3) alone promises nothing for a distant start. At the limit itself, the linear terms do not decide the fate of the nonlinear iteration.

**Missing eigenvectors.** An approximate response may give a matrix that cannot be diagonalized. For a block $\lambda+N$ with $N^2=0$, the binomial expansion stops after two terms:
$$(1-a\lambda-aN)^k=(1-a\lambda)^k-ka(1-a\lambda)^{k-1}N.$$
Larger blocks add higher powers of $k$, which a decaying exponential still defeats. The limit is unchanged, but the error can first rise. With $\lambda=10$, coupling 100 and $a=0.18$, a unit error placed in the second component reaches 36.9 before falling to $1.9\times10^{-16}$ after 200 steps.

## The best fixed parameter

For given $a$, the function $|1-a\lambda|$ is convex in $\lambda$, so its maximum over the spectrum lies at an end. The slow end gives $1-a\lambda_{\min}$, which falls with $a$; the stiff end gives $a\lambda_{\max}-1$, which rises. The larger of the two is least where they are equal:
$$a_{\rm opt}=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\rho_{\rm opt}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}. \tag{7}$$
The number of steps per tenfold reduction of the slowest error is $\ln10/(-\ln\rho_{\rm opt})$. When $\lambda_{\max}\gg\lambda_{\min}$, $\rho_{\rm opt}\approx1-2\lambda_{\min}/\lambda_{\max}$, and the count approaches $1.15\,\lambda_{\max}/\lambda_{\min}$.

In that case $a_{\rm opt}$ lies just below the stability limit, so aiming for it leaves little room for an error in $\lambda_{\max}$. Half the limit is safer. Its factor is $1-\lambda_{\min}/\lambda_{\max}$, which costs about twice as many steps.

## Long cells: metal and insulator

In a uniform metal, each wavenumber is an eigenmode. Consider zero temperature and a potential varying along $z$. The in-plane momentum is conserved, so it can be summed first. For wavenumber $k$ along $z$, the filled in-plane disc has squared radius $k_F^2-k^2$ and holds, with two spins,
$$f_k=2\,\frac{\pi(k_F^2-k^2)}{(2\pi)^2}=\frac{k_F^2-k^2}{2\pi}$$
electrons per unit area for $|k|<k_F$, and none otherwise. The response is
$$\chi_0(q)=\int\frac{dk}{2\pi}\,\frac{f_k-f_{k+q}}{e_k-e_{k+q}},\qquad
e_k-e_{k+q}=-\frac{\hbar^2q}{m}\Big(k+\frac q2\Big).$$
The substitution $k\to-k-q$ shows that the two terms contribute equally, as principal values. With $p=q/2$,
$$\chi_0(q)=-\frac{m}{2\pi^2\hbar^2q}\,{\rm P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{k+p}\,dk.$$
Write the integrand as $-(k-p)+(k_F^2-p^2)/(k+p)$. The integral is then $2pk_F+(k_F^2-p^2)\ln|(k_F+p)/(k_F-p)|$. With $u=q/2k_F$,
$$\chi_0(q)=-\frac{mk_F}{\pi^2\hbar^2}\,g(u),\qquad g(u)=\frac12+\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right|.$$
Using $n=k_F^3/3\pi^2$ and $E_F=\hbar^2k_F^2/2m$, the prefactor is $3n/2E_F$. Therefore
$$\lambda(q)=1+\frac{k_{TF}^2}{q^2}g(u),\qquad k_{TF}^2=\frac{6\pi ne^2}{E_F}. \tag{8}$$
This is the Lindhard result. For small $u$, the logarithm is $2u+2u^3/3+\dots$, so $g=1-u^2/3+\dots$. The longest wave in a cell of length $L$ has $q=2\pi/L$, which gives
$$\lambda_{\max}\approx1+\left(\frac{k_{TF}L}{2\pi}\right)^2. \tag{9}$$
For a long metallic cell, the largest stable $a$ falls as $1/L^2$. A long charge wave creates a large potential, and the metal over-responds to it. This is charge sloshing.

A gapped crystal behaves differently when $k_BT$ is far below the gap. Without free carriers the intraband terms vanish. By orthogonality, a long wave connects filled and empty states with matrix elements of order $q$. The factor $1/q$ from each $K^{1/2}$ in (4) is then cancelled, and $\lambda_{\max}$ stays bounded as $L$ grows. Non-degenerate carriers of density $n_c$, from temperature, smearing or doping, add about $4\pi e^2n_c/(k_BTq^2)$ to $\lambda$. The $L^2$ growth therefore returns once the cell is long compared with their screening length, and a smearing of a tenth of the gap can be enough to bring it back in cells tens of nm long.

## Worked example: a metallic cell

The example is a free-electron metal with $1.8\times10^{23}$ electrons per cm$^3$ in a cell 3.0 nm long. The background is modulated along $z$ by 10% in the first wave and 5% in the second, which makes the self-consistent density non-uniform. Ten cosine and ten sine waves are kept, with $k_BT=0.10$ eV.

With $k_{TF}=20.50$ nm$^{-1}$ and $q=2.094$ nm$^{-1}$, (9) gives
$$\lambda_{\max}\approx1+(20.50/2.094)^2\approx96.8.$$
The full response of the modulated metal gives 97.39. The two waves of longest period, degenerate in the uniform metal, are split here into two mixtures of cosine and sine: the second eigenvalue is 95.83. The stability limit is
$$a<2/97.39=0.0205.$$

The scale of the over-response can be seen from one small wave. A density wave of amplitude 0.01% is $0.018$ nm$^{-3}$. Multiplied by $K=4.125$ eV nm$^3$, it raises a potential of 0.074 eV. The uniform metal answers with $3n/2E_F=3(180)/(2\times11.62)=23.2$ electrons per nm$^3$ per eV, that is, with an opposite wave of about 0.96%, some 96 times the input.

The matrix $\varepsilon$ from the sum over states was tested against finite differences of the self-consistency map; they differ by $1.2\times10^{-11}$ relative to the largest element. The nonlinear map was then started with a small error in its stiffest mode. At 0.9, 1.0 and 1.1 times the limit, the error changed per step by factors of magnitude 0.800, 1.000 and 1.200, with alternating sign, as (6) requires.

A small random error shrank to 0.24 of its initial size in 20 steps at 0.9 times the limit, and grew 4.3-fold at 1.1 times. An error in the softest mode, $\lambda_{\min}=1.831$, still shrank at 1.1 times the limit, by the predicted factor $1-0.02259\times1.831=0.959$ per step over 20 steps. This is the exception that "every" guards against. In this cell it does not last: rounding and nonlinear terms introduce a trace of the stiffest mode, which grows and eventually takes over. It can last when a symmetry imposed at every step excludes the stiffest mode; $\lambda_{\max}$ in (3) is then taken over the allowed modes only.

A distant start, with the electrons copying the background, had a residual of 0.079 relative to the norm of the uniform density. At 0.9 times the limit, the residual was below $10^{-8}$ throughout steps 101 to 120. At 1.1 times, it stood near 0.75 over the same steps: the iteration had left the linear region and had not converged.

From (7), $a_{\rm opt}=2/(1.831+97.39)=0.0202$ and $\rho_{\rm opt}=0.963$, or 61 steps per tenfold reduction. This count depends on the density basis. With 20 harmonics at the same potential, $\lambda_{\min}$ falls to 1.066 while $\lambda_{\max}$ stays at 97.39, and (7) gives about 105 steps. The longest wave sets $\lambda_{\max}$ and with it the stability limit. The shortest wave kept sets $\lambda_{\min}$, and the speed at $a_{\rm opt}$ depends on the ratio of the two.

For uniform cells of 1.5, 3.0 and 6.0 nm, at fixed electron density, $\lambda_{\max}$ is 24.8, 96.7 and 384. The limit on $a$ drops from 0.081 to 0.021 and 0.0052, close to a factor of four per doubling.

## Use in an implementation

The residual obeys the same recursion as the error, because $R_k=-\varepsilon d_k$ and $\varepsilon$ commutes with $1-a\varepsilon$. Suppose that it grows by a steady factor $G$ per step with alternating sign, still in the linear region. One mode then dominates, with $a\lambda-1=G$. If that mode is the stiffest,
$$a_{\rm limit}=\frac{2}{\lambda}=\frac{2a}{1+G}.$$
In the example, $a=0.02259$ and $G=1.2$ return 0.0205. A steady $G$ does not prove that the mode is the stiffest. Any other mode returns its own $2/\lambda$, which lies above the true limit, and a nearly degenerate mode can dominate for many steps. Here the second mode grows by $0.02259\times95.83-1=1.165$ per step and returns 0.0209. The stiffest mode gains on it by only 3% per step. The estimate should be used with a margin.

A preconditioner $P$ replaces $aR_k$ by $aPR_k$, and $\varepsilon$ by $P\varepsilon$. If $P$ is positive and diagonal in $q$, it commutes with $K$. Since $\varepsilon=(K^{-1}-\chi_0)K$, the matrix $P\varepsilon$ is similar to
$$(PK)^{1/2}(K^{-1}-\chi_0)(PK)^{1/2},$$
which is symmetric and positive. The limit becomes $2/\lambda_{\max}(P\varepsilon)$. For a metal, (8) suggests
$$P(q)=\frac{q^2}{q^2+k_{TF}^2}.$$
In the modulated cell with ten harmonics, this compresses the spectrum to 0.925–1.024; the lower end depends on the shortest waves kept. The limit rises to 1.95, and with $a=1$ the distant start reaches a relative residual of $10^{-8}$ in 5 steps.

## Relation to real aluminium

The electron density is roughly the valence density of aluminium, a chip wiring metal. The strong, slow modulation of the background is not a property of the pure metal, and the smearing is a numerical choice. The following estimates hold the self-consistent potential fixed. A local exchange-correlation kernel, evaluated at the mean density, lowers $\lambda_{\max}$ to 97.0 and $\lambda_{\min}$ to 1.51. It matters more for short waves, where the Hartree kernel is small. An atomic-layer potential of assumed amplitude 0.5 eV and period 0.25 nm gives $\lambda_{\max}=97.35$. Occupation at 300 K leaves 97.39 unchanged to the digits shown. Taken one at a time at fixed potential, these effects each move the stability limit by less than 1%.

Real films also have surfaces, polarizable cores and a three-dimensional crystal potential, whose effects are not sized here. For a slab with vacuum, $\lambda_{\max}$ should be measured on its own map, since (9) assumes metal throughout the cell. The full set of values is in the numerical output.

## Computed values

```
electron density: 1.80e+23 cm^-3
cell length: 3.0 nm; smearing kT: 0.10 eV
background modulation, waves 1 and 2: 0.10, 0.05
density harmonics kept: 10 (cosine and sine each)
Fermi energy: 11.62 eV; Fermi wavenumber: 17.47 nm^-1
Thomas-Fermi wavenumber k_TF: 20.50 nm^-1
longest wave: q = 2.094 nm^-1
self-consistent potential, peak to peak: 1.980 eV
eps, sum over states vs map, relative error: 1.2e-11
uniform metal vs Lindhard, largest rel. error: 6.0e-05
lambda_min: 1.831; lambda_max: 97.39
second largest eigenvalue: 95.83
mixing limit 2/lambda_max: 0.02054
stiffest mode, a = 0.9 limit (0.01848): |factor| per step 0.8000
stiffest mode, a = 1.0 limit (0.02054): |factor| per step 1.0000
stiffest mode, a = 1.1 limit (0.02259): |factor| per step 1.2000
random small error, a = 0.9 limit: size after 20 steps / start 0.236
random small error, a = 1.1 limit: size after 20 steps / start 4.323
softest mode, a = 1.1 limit: factor 0.9586, predicted 0.9586
far start, a = 0.9 limit: relative residual 7.91e-02 at start, 1.5e-09 to 5.2e-09 in steps 101-120
far start, a = 1.1 limit: relative residual 7.91e-02 at start, 7.5e-01 to 7.5e-01 in steps 101-120
best mixing parameter: 0.02016 (search 0.02016)
best factor per step: 0.9631; steps per tenfold reduction: 61.2
Jordan block (eigenvalue 10, coupling 100, a = 0.18): peak error 36.9, after 200 steps 1.9e-16
uniform metal, L = 1.5 nm: lambda_max 24.84, Thomas-Fermi 24.95, limit 0.08052
uniform metal, L = 3.0 nm: lambda_max 96.69, Thomas-Fermi 96.81, limit 0.02068
uniform metal, L = 6.0 nm: lambda_max 384.11, Thomas-Fermi 384.25, limit 0.00521
preconditioned eigenvalues: 0.925 to 1.024; limit 1.953
preconditioned steps (a = 1) to residual 1e-8: 5
local xc kernel: -0.01589 eV nm^3; Hartree kernel, waves 1 and 10: 4.1252, 0.0413 eV nm^3
with xc kernel: lambda 1.511 to 97.02
with layer potential (0.5 eV amplitude, 0.25 nm period): lambda 1.830 to 97.35
at 300 K (kT = 0.0259 eV): lambda 1.831 to 97.39
with doubled k mesh: lambda 1.831 to 97.39
with 20 harmonics: lambda 1.066 to 97.39
```
